# Why a sharp p-n step reflects normally incident electrons in bilayer graphene

**Question**

I am trying to do spinor matching at a sharp, symmetric p-n step in graphene. The potential energy is $-V_0$ for $x<0$ and $+V_0$ for $x>0$, and the electron arrives from the left with total energy $E=0$. For a monolayer I match the two spinor components and find full transmission at normal incidence. For a bilayer I use

$$H=-\frac{1}{2m}\begin{pmatrix}0&(\pi^\dagger)^2\\ \pi^2&0\end{pmatrix}+V(x),\qquad \pi=p_x+ip_y ,$$

and write one incident, one reflected and one transmitted plane wave. I then have more equations than unknowns. I am asked to show that a normally incident electron is perfectly reflected. There are propagating hole states at the same energy on the right, so what stops the electron from entering them? And what happens at other angles?

**Answer**

Your plane waves are not a complete set. The bilayer Hamiltonian is second order in momentum, so each side also has an exponential solution at the same energy. With those included there are four unknowns and four equations.

**Equations and matching conditions**

I assume one valley, no layer bias, and a step that is narrow compared with the electron wavelength but wide compared with the lattice constant, so that valleys do not mix. Let $\hbar^2k^2/2m=V_0$. Measure lengths in $1/k$ and energies in $V_0$, and write $\varepsilon=(E-V)/V_0$, which is $+1$ on the left and $-1$ on the right. The transverse wavenumber is conserved. At incidence angle $\phi$ it is $S=\sin\phi$, and $C=\cos\phi$.

Since $\pi=-i\hbar(\partial_x-k_y)$ and $\pi^\dagger=-i\hbar(\partial_x+k_y)$, each square supplies a minus sign that cancels the one in $H$. For the spinor $(a,b)$,

$$(\partial_x+S)^2b=\varepsilon a,\qquad(\partial_x-S)^2a=\varepsilon b. \tag{1}$$

The right-hand sides jump but stay finite. Second derivatives are therefore finite, so $a,b,a',b'$ are all continuous.

**Normal incidence**

Set $S=0$ and form $\chi_\pm=a\pm b$. Adding and subtracting equations (1) gives

$$\chi_\pm''=\pm\varepsilon\,\chi_\pm .$$

The two combinations never mix: they are the eigenstates of $\sigma_x$, which commutes with $H$ here. On the left ($\varepsilon=1$), $\chi_-$ oscillates and $\chi_+$ is exponential. On the right the roles are exchanged. The incident electron is a $\chi_-$ state, while the propagating holes are $\chi_+$ states. The holes have the right energy but the wrong conserved quantum number.

For $\chi_-$, match $e^{ix}+re^{-ix}$ to $\eta e^{-x}$:

$$1+r=\eta,\qquad i(1-r)=-\eta\;\Rightarrow\; r=\frac{1+i}{i-1}=-i .$$

For $\chi_+$ there is no incoming wave. The allowed forms are $\alpha e^{x}$ on the left and $\beta e^{-ix}$ on the right; a hole moving right has negative $k_x$, because its velocity is opposite to its wavevector. Continuity requires $\alpha=\beta$ and $\alpha=-i\beta$, so both vanish. Hence $R=|r|^2=1$ and $T=0$.

Sharpness is not needed for this. For any $V(x)$ that ends in a long p region, $\chi_-''=-\varepsilon(x)\chi_-$ has a real coefficient, so $\mathrm{Im}(\chi_-^*\chi_-')$ is constant in $x$. It vanishes deep in the p region, where $\chi_-$ decays, and so $|r|=1$.

**The monolayer**

Now $H=v(\sigma_xp_x+\sigma_yp_y)+V$, so the wavenumber $k$ is fixed by $\hbar vk=V_0$ instead; lengths are again measured in $1/k$. At $p_y=0$, $\sigma_x$ is again conserved, but the equation is first order:

$$\chi_\pm'=\pm i\varepsilon\chi_\pm .$$

Each $|\chi_\pm|$ is constant, so nothing decays. The velocity is $v\sigma_x$: every right-mover, electron or hole, is $\chi_+$, and every left-mover is $\chi_-$. Conservation of $\sigma_x$ now forbids reflection, and $T=1$. The same conserved quantity gives opposite outcomes because in the bilayer it labels the band, and in the monolayer the direction of motion.

At angle $\phi$ the lower component obeys $\varepsilon b=(q+iS)a$ for a wave $e^{iqx}$. The incident, reflected and transmitted waves have $q=C,-C,-C$ and spinors $(1,e^{i\phi})$, $(1,-e^{-i\phi})$, $(1,e^{-i\phi})$. Continuity gives $t=1+r$ and $e^{i\phi}-re^{-i\phi}=(1+r)e^{-i\phi}$, so

$$r=iSe^{i\phi},\qquad t=1+iSC-S^2=Ce^{i\phi},\qquad T=\cos^2\phi .$$

**Bilayer at any angle**

Insert $e^{\lambda x}$ in (1). Then $b/a=(\lambda-S)^2/\varepsilon$ and $(\lambda^2-S^2)^2=1$, so $\lambda=\pm iC$ or $\lambda=\pm K$ with $K=\sqrt{1+S^2}$. Let $h=K-S$; since $K^2-S^2=1$, $K+S=1/h$. Using $\pm iC-S=\pm ie^{\pm i\phi}$, the modes are

- left: $(1,-e^{2i\phi})e^{iCx}$, $\;r(1,-e^{-2i\phi})e^{-iCx}$, $\;c(1,h^2)e^{Kx}$;
- right: $t(1,e^{-2i\phi})e^{-iCx}$, $\;d(1,-h^{-2})e^{-Kx}$.

Continuity of $a$, $b$, $a'$, $b'$ reads

$$\begin{aligned}
1+r+c&=t+d,\\
-e^{2i\phi}-re^{-2i\phi}+h^2c&=te^{-2i\phi}-h^{-2}d,\\
iC(1-r)+Kc&=-iCt-Kd,\\
iC(-e^{2i\phi}+re^{-2i\phi})+Kh^2c&=-iCte^{-2i\phi}+Kh^{-2}d.
\end{aligned}$$

Let $u=r-t$, $w=r+t$ and $g=C/K$. The first and third equations give

$$c-d=-(1+u),\qquad c+d=-ig(1-u).$$

The second and fourth give

$$h^2c+h^{-2}d=e^{2i\phi}+e^{-2i\phi}w,\qquad h^2c-h^{-2}d=ig(e^{2i\phi}-e^{-2i\phi}w).$$

Write $h^{\pm2}=N\mp M$ with $N=1+2S^2$ and $M=2SK$. Then $h^2c\pm h^{-2}d=N(c\pm d)-M(c\mp d)$. Substituting, and dividing the last equation by $ig$,

$$\begin{aligned}
-igN(1-u)+M(1+u)&=e^{2i\phi}+e^{-2i\phi}w,\\
\tfrac{i}{g}N(1+u)+M(1-u)&=e^{2i\phi}-e^{-2i\phi}w.
\end{aligned}$$

Because $C^2+K^2=2$ and $K^2-C^2=2S^2$, we have $1/g+g=2/CK$ and $1/g-g=2S^2/CK$. Half the sum and half the difference of the two lines, each multiplied by $CK$, are

$$\begin{aligned}
CKe^{2i\phi}&=CKM+iN(S^2+u),\\
CKe^{-2i\phi}w&=CKMu-iN(1+S^2u).
\end{aligned}$$

Define $A=CKM$ and $B=NS^2$. These become

$$iNu=CKe^{2i\phi}-(A+iB),\qquad CKe^{-2i\phi}w=u(A-iB)-iN .$$

Multiply the second by $iN$ and insert the first:

$$iN\,CKe^{-2i\phi}w=CKe^{2i\phi}(A-iB)+N^2-A^2-B^2 .$$

With $C^2K^2=1-S^4$ and $M^2=N^2-1$,

$$A^2+B^2=(1-S^4)(N^2-1)+N^2S^4=N^2-C^2K^2 ,$$

so $iNw=e^{2i\phi}[e^{2i\phi}(A-iB)+CK]$. Now $t=(w-u)/2$ and $r=(w+u)/2$ give

$$\begin{aligned}
iNt&=e^{2i\phi}(A\cos2\phi+B\sin2\phi),\\
iNr&=e^{2i\phi}[CK+i(A\sin2\phi-B\cos2\phi)].
\end{aligned}$$

Finally $A=2SCK^2=(1+S^2)\sin2\phi$ and $\cos2\phi=1-2S^2$. The first bracket is

$$\sin2\phi\,[(1+S^2)(1-2S^2)+S^2(1+2S^2)]=\sin2\phi ,$$

and the combination multiplying $i$ in the second is

$$4S^2(1-S^4)-S^2(1-4S^4)=3S^2 .$$

Therefore

$$t=-ie^{2i\phi}\frac{\sin2\phi}{1+2S^2},\qquad r=-ie^{2i\phi}\frac{CK+3iS^2}{1+2S^2}.$$

The propagating waves have equal spinor norms and equal speeds along $x$, so $T=|t|^2$ and $R=|r|^2$:

$$\boxed{T(\phi)=\frac{\sin^22\phi}{(2-\cos2\phi)^2}}$$

Current is conserved: the numerators of $R$ and $T$ add to $1+8S^4+4S^2-4S^4=(1+2S^2)^2$.

The factor $\sin^22\phi$ is the squared overlap of the normalized incident and transmitted spinors, since $|1-e^{-4i\phi}|/2=|\sin2\phi|$. Near the normal $T\approx4\phi^2$. The derivative of $\sin y/(2-\cos y)$, with $y=2\phi$, has numerator $2\cos y-1$, so the maximum is at $\phi=30^\circ$, where $T=1/3$. The bilayer step is thus not opaque; it blocks the normal direction.

A uniform distribution over transverse momentum gives the average

$$\langle T\rangle=\int_0^1\frac{4S^2(1-S^2)}{(1+2S^2)^2}\,dS=\int_0^1\left(-1+\frac4N-\frac3{N^2}\right)dS .$$

With $J=\int_0^1dS/N=\arctan(\sqrt2)/\sqrt2$ and $\int_0^1dS/N^2=\tfrac12(\tfrac13+J)$, which follows from $(S/N)'=-1/N+2/N^2$, this is $\tfrac52J-\tfrac32=0.189$. The monolayer average is $\int_0^1(1-S^2)dS=2/3$.

**Numbers for a gated junction**

Take rough typical values $\gamma_1=0.39$ eV for the interlayer coupling and $v=10^6$ m/s, and choose $V_0=50$ meV. Then $m=\gamma_1/2v^2=0.034$ electron masses and $k=\sqrt{2mV_0}/\hbar=0.212$ nm$^{-1}$. The wave enters the p side with decay length $1/k=4.7$ nm. With four spin-valley copies the density is $k^2/\pi=1.4\times10^{12}$ cm$^{-2}$.

At $5^\circ$ the bilayer transmits 0.029 and the monolayer 0.992; at $30^\circ$ the values are 0.333 and 0.750. The zero-temperature ballistic conductance per width is $(4e^2/h)(k/\pi)\langle T\rangle$. It gives a resistance times width of about 510 Ω·µm for the bilayer and 140 Ω·µm for the monolayer, with the density held equal. The bilayer numbers are two-band estimates. At this $V_0$ the four-band model discussed below gives a decay length of 5.0 nm, a density of $1.6\times10^{12}$ cm$^{-2}$ and about 410 Ω·µm without trigonal warping. The warping described below lowers the resistance further, to roughly 250 or 290 Ω·µm depending on crystal orientation.

**What survives outside the model**

*Higher bands.* The four-band model keeps the strongly coupled sites $B_1$ and $A_2$. At $k_y=0$, without bias, it is unchanged by the swap $A_1\leftrightarrow B_2$, $B_1\leftrightarrow A_2$. The odd states obey $\epsilon(\epsilon+\gamma_1)=(\hbar vq)^2$, where $\epsilon=E-V$, and the even ones have $-\gamma_1$ instead. The incident electron is odd, and for $\epsilon=-V_0$ with $V_0<\gamma_1$ its $q$ is imaginary, so reflection stays perfect. Oblique values do move: $T(30^\circ)$ becomes 0.390. This model is first order and needs continuity of $\psi$ alone, so it also tests the matching of derivatives used above. Over four angles from $10^\circ$ to $70^\circ$, its largest difference from the boxed formula falls from $4.4\times10^{-4}$ to $4.4\times10^{-5}$ as $V_0/\gamma_1$ goes from $10^{-3}$ to $10^{-4}$.

*Broken swap symmetry.* Layer energies of $\pm5$ meV, the same on both sides of the step, give $T(0)=0.039$. Trigonal warping, a direct $A_1$–$B_2$ coupling proportional to $v_3\pi$ with roughly $v_3=10^5$ m/s, leaves $T(0)=0$ when the crystal is oriented so that this coupling is real at $k_y=0$. Turning the crystal by $30^\circ$ makes it imaginary and gives $T(0)=0.065$. Here "normal" means $k_y=0$. Warping changes oblique transmission more strongly. At the $k_y$ that gave 0.390 above, $T$ becomes 0.54 in the first orientation. In the second it becomes 0.72 or 0.10 within one valley, depending on the sign of $k_y$.

*Short p region.* Let a p region of length $L$ be followed by an n region identical to the one on the left, where the outgoing wave is $\tau e^{i(x-L)}$ in scaled units. Carrying it back through $\chi_-''=\chi_-$ gives $\chi_-(0)=\tau(\cosh L-i\sinh L)$ and $\chi_-'(0)=\tau(i\cosh L-\sinh L)$. The incident amplitude $(\chi_--i\chi_-')/2$ is $\tau\cosh L$, so $T(0)=1/\cosh^2(kL)$ in ordinary units. For 20 nm, $kL=4.24$ and $T(0)=8\times10^{-4}$. The four-band model gives $1.4\times10^{-3}$, mainly because its decay length is slightly longer.

*Temperature.* Electrons with $|E|>V_0$ see the same band on both sides. Matching $1+r=t$ and $k_1(1-r)=k_2t$ gives $T=(k_2/k_1)|t|^2=4k_1k_2/(k_1+k_2)^2$, which is not small in general. Weighted with $-\partial f/\partial E$, where $f$ is the Fermi function, the normal transmission is $6\times10^{-4}$ at 77 K but 0.19 at 300 K.

A gate spreads the step over a distance comparable to its separation from the sheet. If that separation is tens of nanometres, the step is wider than $1/k=4.7$ nm and is not sharp. For a linear 20 nm ramp the two-band model keeps $T(0)=0$ and changes $T(30^\circ)$ from 0.333 to 0.362; in the four-band model $T(30^\circ)$ stays near 0.39. Wider ramps matter more: at 40 nm the two models give 0.30 and 0.27, and the warping leak at $k_y=0$ with the crystal turned by $30^\circ$ rises from 0.065 to 0.20. Gates can also bias the layers by more than the 5 meV chosen here, and the resulting leak depends on the size and sign of the bias. At a sharp step, layer energies of $\pm20$ meV with the same sign on both sides give $T(0)=0.53$, whereas opposite signs on the two sides give $T(0)=0$ at $E=0$. That zero needs $E=0$ and equal magnitudes: $T(0)$ is 0.05 at $E=\pm10$ meV, and also 0.05 at $E=0$ for $\pm20$ meV on the left with $\mp10$ meV on the right. At room temperature with this $V_0$ and a sharp step, thermal carriers leak more than the warping or the 5 meV bias, but a larger bias or a wider ramp can exceed them. For an 80 nm ramp the four-band thermal leak is 0.24, against 0.28 from warping with the crystal turned by $30^\circ$ and 0.39 from the 5 meV bias. Perfect reflection therefore describes a cold, unbiased junction with a long p region and suitable crystal orientation. The numerical output lists the remaining angles and inputs.

## Calculated quantities

```
interlayer coupling gamma1 (rough input): 0.39 eV
band velocity v (rough input): 1.00e+06 m/s
warping velocity v3 (rough input): 1.00e+05 m/s
half step height V0 (chosen): 50.0 meV
effective mass: 0.0343 electron masses
wavenumber k: 0.2122 1/nm
decay length 1/k at normal incidence: 4.71 nm
carrier density on each side: 1.433e+12 1/cm2
bilayer r at 0 deg: +0.0000 -1.0000 i
bilayer R at 0 deg: 1.000000
bilayer T at 0 deg (rounding level): 5.2e-31
monolayer T at 0 deg: 1.000000
T at 5 deg: bilayer 0.0293, monolayer 0.9924
T at 15 deg: bilayer 0.1944, monolayer 0.9330
T at 30 deg: bilayer 0.3333, monolayer 0.7500
T at 45 deg: bilayer 0.2500, monolayer 0.5000
T at 60 deg: bilayer 0.1200, monolayer 0.2500
T at 75 deg: bilayer 0.0304, monolayer 0.0670
bilayer maximum: T = 0.3333 at 30.00 deg
mean T over transverse momentum, bilayer: 0.1888
mean T over transverse momentum, monolayer: 0.6667
resistance x width, bilayer: 506.2 ohm um
resistance x width, monolayer at equal density: 143.3 ohm um
four-band limit, largest T error at V0/gamma1=1e-3: 4.4e-04
four-band limit, largest T error at V0/gamma1=1e-4: 4.4e-05
V0/gamma1 in the example: 0.128
four-band wavenumber: 0.2253 1/nm
four-band T at 0 deg (rounding level): 5.0e-31
four-band T at 30 deg: 0.3902
T at 0 deg, warping, swap symmetry kept: 4.5e-31
T at 0 deg, warping, crystal turned 30 deg: 0.0650
layer energies for the bias test: +-5.0 meV
T at 0 deg with this layer bias: 0.0390
ramp width: 20.0 nm, k x width = 4.24
T at 0 deg with ramp (rounding level): 2.5e-31
T at 30 deg with ramp: 3.620e-01
T at 0 deg through a 20 nm p region: 8.249e-04
thermal mean T at 0 deg, 77 K: 5.888e-04 (kT = 6.64 meV)
thermal mean T at 0 deg, 300 K: 1.939e-01 (kT = 25.85 meV)
```
